Relativistic quantum defects and threshold phase shifts in a screened Coulomb field

**1. The error to be avoided**

Rydberg levels of an ion can supply the low-energy scattering phase of an electron in the same field, but two conventions can spoil the transfer. If the effective quantum number is written as n − μ, as in the nonrelativistic formula, the phase acquires a false constant. For residual charge 10 and |κ| = 1 this is 0.0084 rad, and it does not vanish at threshold. If the phase is referred to a free wave, it has no limit at all, because the Coulomb tail adds a term that grows as ln r. Both faults disappear when the defect is defined through the Sommerfeld formula and the phase is referred to a Dirac-Coulomb wave.

Atomic units are used in the algebra, with c the speed of light. The total energy is W = c² + ε, and the potential energy is

V(r) = −[ζ + (Z − ζ) exp(−r/a)]/r.

Here Z is the nuclear charge, ζ the charge seen far away and a the screening length. We assume 0 < ζ ≤ Z < c and ζ < (√3/2)c. The residual charge must be nonzero: with ζ = 0 the potential has no Rydberg series, and there is no threshold limit of μ to discuss.

Let β = ζ/c and γ = √(κ² − β²). For level n with Dirac quantum number κ, the relativistic quantum defect μ_n is defined by

W_n = c² [1 + ζ²/(c²N²)]^(−1/2),  N = n − |κ| + γ − μ_n.  (1)

Let δ(ε) be the continuum phase shift relative to the regular Dirac-Coulomb wave of charge ζ. The result is

lim(n→∞) πμ_n = lim(ε→0+) δ(ε), modulo π.  (2)

The modulus can be dropped if δ is followed continuously from zero while the nuclear charge is raised from ζ to Z.

**2. Reducing the outer Dirac equation**

The radial components G (large) and F (small) obey

G′ = −κG/r + (W + c² − V)F/c,
F′ = κF/r − (W − c² − V)G/c.

First take V = −ζ/r. With u = (G, F) as a column, u′ = (M/r + P)u, where the matrices, written by rows, are

M = [−κ, β; −β, κ],  P = [0, (W+c²)/c; −(W−c²)/c, 0].

Since M² = γ² times the unit matrix, M has eigenvalues ±γ. Its eigenvectors are (β, κ+γ) and (β, κ−γ). Using them as a basis,

G = β(x + y),  F = (κ+γ)x + (κ−γ)y.

This change of basis does not depend on energy or radius. It turns P into a traceless matrix [b, h; g, −b], so that

x′ = (γ/r + b)x + hy,
y′ = gx − (γ/r + b)y.

Two invariants fix what is needed. The trace of MP is −2βW/c in the old basis and 2γb in the new one. Hence b = −ζ′/γ, with ζ′ = ζW/c². Also P² = −k² times the unit matrix, with k² = (W² − c⁴)/c², so b² + gh = −k².

Differentiate the second equation:

y″ = gx′ − (γ/r + b)y′ + γy/r².

Insert x′, and then gx = y′ + (γ/r + b)y. The terms in y′ cancel, leaving

y″ = [(γ/r + b)² + gh + γ/r²]y,

y″ + [k² + 2ζ′/r − γ(γ+1)/r²]y = 0.  (3)

This is a Schrödinger-type Coulomb equation with angular momentum γ and charge ζ′. The other component is x = [y′ + (γ/r + b)y]/g. The division is allowed near threshold, because there gh → −ζ²/γ², which is not zero.

Below threshold put k² = −q² and N = ζ′/q. Then

N²(c² − W²/c²) = ζ²W²/c⁴,

and solving for W gives the first part of (1). For use in a program, the inverse relation without cancellation is

N = ζ(1 + ε/c²)/√[−ε(2 + ε/c²)].

In a pure Coulomb field the regular solution has y ∝ r^(γ+1). It decays at infinity when N − γ = 1, 2, …; for κ < 0 there is also the state y = 0 with N = γ. These are the levels N = n − |κ| + γ, so (1) gives μ = 0, as a defect should.

**3. Outer solutions and the screening tail**

Two solutions of (3) are φ_λ with λ = γ and λ = −γ−1, where

φ_λ = r^(λ+1) exp(−qr) M(λ+1−N, 2λ+2, 2qr).

Here M with three arguments is Kummer's function. Writing φ_λ = Σ c_j r^(λ+1+j), c₀ = 1, in (3) gives

j(j + 2λ + 1)c_j = −2ζ′c_(j−1) − k²c_(j−2).

No divisor vanishes unless 2γ is an integer. The condition ζ < (√3/2)c excludes this, since it places γ between |κ| − ½ and |κ|. Each coefficient is a polynomial in ε, so both solutions are analytic in ε through threshold. Their Wronskian is −(2γ+1), which proves independence.

The inner solution regular at r = 0 is also analytic in ε. Outside, write it as u = A(r)u₊ + B(r)u₋, where u₊ and u₋ are the Dirac solutions built from φ_γ and φ_(−γ−1). Variation of constants makes A′ and B′ proportional to exp(−r/a)/r times products of two outer solutions.

These products can be bounded. Write (3) as y″ = Qy. For any small σ > 0 we have |Q| ≤ σ² at large r and small |ε|, and then

(|y′| + σ|y|)′ ≤ σ(|y′| + σ|y|).

Growth is therefore no faster than exp(σr), uniformly near threshold. For 2σ < 1/a the coefficients converge uniformly to limits A and B that are analytic in ε and not both zero. What remains of the tail contributes to u at most a term of order exp[(3σ − 1/a)r], which vanishes for σ < 1/(3a). At a single bound energy any σ > q will do, so q < 1/(3a) is sufficient. A power-law tail added to −ζ/r would not be covered by this argument. Real ions have one, the core-polarization term falling as r⁻⁴, and they also have exchange and coupling to excited states of the core; the proof here concerns one electron in the local potential V only.

**4. The bound-state condition**

For large positive z, M(α, b̃, z) → Γ(b̃)exp(z)z^(α−b̃)/Γ(α). The growing part of φ_λ is therefore

[Γ(2λ+2)/Γ(λ+1−N)] (2q)^(−λ−1) (2qr)^(−N) exp(qr).

A bound level requires the growing parts to cancel:

AΓ(2γ+2)(2q)^(−γ−1)/Γ(γ+1−N) + BΓ(−2γ)(2q)^γ/Γ(−γ−N) = 0.

The reflection formula gives

1/Γ(γ+1−N) = Γ(N−γ) sin π(N−γ)/π,
1/Γ(−γ−N) = −Γ(N+γ+1) sin π(N+γ)/π.

The minus sign comes from sin π(N+γ+1) = −sin π(N+γ). Define

R = (B/A) Γ(−2γ)(2ζ′)^(2γ+1)/Γ(2γ+2),
D(N) = N^(−2γ−1) Γ(N+γ+1)/Γ(N−γ).

Since q = ζ′/N, the condition becomes

sin π(N−γ) = RD sin π(N+γ).

Insert N = n − |κ| + γ − μ. The factor (−1)^(n−|κ|) is common to both sides and cancels:

−sin πμ = RD[sin 2πγ cos πμ − cos 2πγ sin πμ].

Collecting the terms in sin πμ,

tan πμ = RD sin 2πγ/(RD cos 2πγ − 1).  (4)

If A = 0, multiply numerator and denominator by A first; the result is tan πμ = tan 2πγ.

**5. The continuum phase**

For ε > 0 let η = ζ′/k and q = −ik, so N = iη. Kummer's function now has two oscillating terms, which are complex conjugates after multiplication by the prefactors. Their sum gives

φ_λ → C_λ sin[kr + η ln(2kr) − πλ/2 + arg Γ(λ+1−iη)],
C_λ = 2Γ(2λ+2)(2k)^(−λ−1) exp(−πη/2)/|Γ(λ+1+iη)|.

Call the whole phase θ for λ = γ. For λ = −γ−1 it exceeds θ by

π(γ+½) + arg Γ(−γ−iη) − arg Γ(γ+1−iη).

The difference of the two arguments is the argument of

Γ(−γ−iη)Γ(γ+1+iη) = −π/sin π(γ+iη).

For large η, sin π(γ+iη) is −exp(πη−iπγ)/(2i), with relative corrections of order exp(−2πη). The argument of the product is thus πγ + π/2, and the excess phase is 2πγ + π. The final π reverses the sign of the second wave. The ratio of amplitudes is

C_(−γ−1)/C_γ = [Γ(−2γ)/Γ(2γ+2)] (2ζ′)^(2γ+1) |D(iη)|.

Writing D for |D(iη)|, the outer solution is proportional to

sin θ − RD sin(θ + 2πγ)
= (1 − RD cos 2πγ) sin θ − RD sin 2πγ cos θ.

Apart from the corrections of order exp(−2πη), comparison with sin(θ + δ) gives

tan δ = RD sin 2πγ/(RD cos 2πγ − 1).  (5)

This is the shift of G as well as of y. At large r, G is a combination of y and y′ with constant coefficients, the same for the actual and the reference wave.

**6. Passing through threshold**

Stirling's series for the two gamma functions gives

D(N) = 1 − γ(γ+1)(2γ+1)/(6N²) + ….

Only even powers of 1/N occur. To see this, write the arguments as N+½+s and N+½−s, with s = γ+½. The coefficients then contain differences of Bernoulli polynomials at ½+s and ½−s, and these vanish for the odd powers of 1/N by the symmetry of the polynomials.

Thus D → 1 from both sides, while R tends to one common value. The numerator and denominator of (4) cannot vanish together: sin 2πγ ≠ 0 would require R = 0, and the denominator would then be −1. Equations (4) and (5) therefore have the same limit, which proves (2) modulo π.

More follows. Since 1/N² = −k²/ζ′² is analytic in ε, replacing N² by −η² continues the series for D from one side to the other. The quantities μ and δ/π have the same asymptotic power series in ε, including the slope. This does not make a bound defect equal to a phase at some positive energy; it says that one smooth curve describes both near threshold.

**7. The integer part**

Near threshold dε/dN is of order N⁻³, so a continuous branch of μ(ε) changes ever more slowly with N. Consequently N + μ increases steadily and passes one level per unit. The integer part of μ_n then settles.

To fix it, raise the nuclear charge continuously from ζ to Z. Levels of one κ are simple, so they cannot cross. The min-max principle for the Dirac operator keeps them above the lowest level of a pure Coulomb field of charge Z < c, so none is lost into the lower continuum. They also move down as the charge rises, so at every stage ε_n lies between its final value and zero. Hence the approach to threshold is uniform along the path. Both μ_n and δ/π start at zero, and their difference stays close to an integer throughout; being continuous, it stays close to zero.

The label n can be read from G, which has n − l − 1 nodes, where l = κ for κ > 0 and l = −κ−1 for κ < 0. A node cannot appear or vanish in pairs along the path: at a double zero G′ = 0 would force F = 0 as well, and the whole solution would vanish. Nor can a node enter from the ends. Near r = 0, G is a nonzero multiple of a power of r, whose exponent changes continuously with the nuclear charge. Beyond the radius where V = W − c², the radial equations give (GF)′ = [(W + c² − V)F² − (W − c² − V)G²]/c > 0; since GF tends to zero at infinity, it is negative there, and G has no node.

**8. A worked ion model**

Take the round parameters Z = 60, ζ = 10 and a = 0.100 Å. They define a point-nucleus model and are not fitted to a real ion. The sufficient condition q < 1/(3a) becomes N > 5.67 near threshold, and the levels below satisfy it. They were found by integrating the Dirac equation from small and large radii and adjusting the energy until the solutions joined. For κ = −1, γ = 0.997334, and the lowest level used has

n = 8, W − c² = −36.1218 eV, N = 6.136951.

Its defect follows from (1):

μ₈ = 8 − 1 + 0.997334 − 6.136951 = 1.860383.

Higher in the series,

n = 11: W − c² = −16.2776 eV, μ = 1.855059,
n = 15: W − c² = −7.8745 eV, μ = 1.852858.

A cubic fit in ε to the eight levels n = 8 to 15 gives μ = 1.85082 at threshold.

For the continuum, solutions with and without the screened core were integrated to a large radius, where the core term is negligible. There G behaves as p^(−1/2) sin Θ, with

p² = (ε + ζ/r)[2 + (ε + ζ/r)/c²] − l(l+1)/r²,
tan Θ = pG/[G′ + p′G/(2p)].

The difference of the two values of Θ tends to δ as the radius grows. Raising the nuclear charge from 10 to 60 in small steps at 5 eV fixed the multiple of π. The results are

5 eV: δ/π = 1.84954,
10 eV: δ/π = 1.84828,
20 eV: δ/π = 1.84577,
40 eV: δ/π = 1.84086.

The cubic through these four points reaches 1.85082 at zero energy, the same value as from the levels to five decimals. The threshold phase is π × 1.85082 = 5.8145 rad. The slope is −2.568 × 10⁻⁴ per eV from either side. From the threshold value and this slope, the prediction at 40 eV is 1.85082 − 0.01027 = 1.84055, against 1.84086 from the wave. The remainder, 0.00031, is well above the rounding and comes from the terms beyond the linear one.

The other two channels behave in the same way. The threshold values from levels and from continuum waves are both 1.63382 for κ = 1, and both 1.58390 for κ = −2. These are the p₁/₂ and p₃/₂ channels. Their defects differ by 0.0499, which is a phase difference of 0.157 rad.

**9. Conventions and loss of digits**

Suppose a table uses N = n − μ′ instead of (1). Equating the two forms gives

μ′ = μ + |κ| − γ,  δ(0+) = π(μ′ − |κ| + γ).

For |κ| = 1 the correction to the defect is 0.002666, or 0.0084 rad in phase; for κ = −2 it is 0.001332. Expanding the square root shows the weak-field size:

|κ| − γ ≈ ζ²/(2c²|κ|).

The correction thus vanishes in the nonrelativistic limit. While ζ is small compared with c, it grows as the square of the residual charge; for larger ζ it grows faster. Because it depends on |κ|, it also alters splittings: omitting it would change the p₁/₂–p₃/₂ defect difference from 0.0499 to 0.0513.

A table that takes its effective quantum number from the Rydberg formula, n* = ζ/√(−2ε), needs one more step. Expanding (1) gives n* ≈ N + 3ζ²/(8c²N). The extra term vanishes at threshold, but it varies as √(−ε) and is not analytic there. In the example it is 0.00033 at n = 8 and 0.00015 at n = 15; left in, it moves the cubic threshold value for κ = −1 from 1.85082 to 1.85075 and the slope to −2.45 × 10⁻⁴ per eV. The energies should be converted to N through (1) before any fit.

Formula (4) needs care when γ is close to |κ|. Let X = RD and s = sin 2πγ. Differentiating (4) gives

d(πμ)/dX = −s/[(X cos 2πγ − 1)² + X²s²] = −sin²(πμ)/(X²s).

For κ = −1 here, s = −0.0168, so with X near one an error in X can be enlarged by up to 1/|s|, about 60 times; at n = 10, where X = 1.036, the factor is about 11. Moreover, D differs from one by about 1/N² when γ is near one. At n = 10, where N = 8.14, this is 0.015, comparable with |s|. Replacing D by its limit while keeping R at the level energy would therefore be a serious error: at n = 10 it moves μ from 1.856 to 1.895. R and D should be evaluated at the same energy, in extended precision if necessary, and only the resulting μ extrapolated. Finding the levels directly and using (1), as in the example, avoids this cancellation.

Numbers in the example were calculated in double precision.
